Why metallic interlayer exchange weakens with temperature: the factor x/sinh x

**1. The wrong energy scale**

Suppose the coupling between two ferromagnetic layers across a metal is known at low temperature and is needed at 300 K. The obvious small parameter is k_B T/E_F, the thermal energy over the Fermi energy. For a copper-like spacer with E_F = 7 eV it is 0.0037, which suggests a change of a few parts in a thousand. Yet for a clean 5 nm spacer the model below loses about 10 percent of its coupling amplitude, and at twice the thickness 32 percent. An estimate based on E_F misses both the size of the loss and its dependence on thickness.

The right comparison is between k_B T and ħv/D, where D is the spacer thickness and v a Fermi velocity. Electrons within k_B T of the Fermi level cross the spacer with slightly different wave numbers and return with different phases. These notes derive the resulting factor, then weigh it against the other thermal effects.

Assumptions: the interfaces are flat, so the in-plane momentum k∥ is conserved. The spacer is clean. The spacer thickness, its band structure, the chemical potential μ, the magnetizations and the reflection amplitudes at given energy do not depend on temperature. The coupling per area is

J = Ω(antiparallel) − Ω(parallel),

where Ω is the grand potential, so J > 0 favours parallel layers.

**2. The energy of two reflectors**

Take one spin and one k∥, with thin barriers u_A δ(z) and u_B δ(z − D). Let G₀ be the outgoing-wave Green function without barriers and V the barrier potential. With energies E_j with barriers and E_j⁰ without,

det(1 − G₀V) = ∏ (E − E_j)/(E − E_j⁰).

Just above the real axis, ln(E − E_j) has imaginary part π if E_j lies above E and 0 if it lies below. So Im ln det is π times the change in the number of levels above E. The total number of levels is fixed, so the change ΔN in the number below E is

ΔN(E) = −(1/π) Im ln det(1 − G₀V).

For free electrons, G₀ equals g = 1/(iħv_z) at zero separation and g e^{ikD} between the barriers, where k is the normal wave number and v_z = ħk/m. The determinant is 2 × 2:

det = (1 − u_A g)(1 − u_B g) − u_A u_B g² e^{2ikD}
= (1 − u_A g)(1 − u_B g) [1 − r_A r_B e^{2ikD}], with r = ug/(1 − ug).

Here r is the reflection amplitude of one barrier: repeated scattering turns u into u/(1 − ug), and g converts this into an outgoing wave. With b = mu/ħ², r = −ib/(k + ib). The first two factors belong to single barriers and cancel from J.

In a crystal, the wave going right has normal wave number k₊ and the one going left has k₋. The round-trip phase is then qD, with span q = k₊ − k₋. For free electrons q = 2k. An extended magnetic layer enters through its own reflection amplitude.

The grand potential follows from the density of states dN/dE:

Ω = −k_B T ∫ (dN/dE) ln[1 + e^{−(E−μ)/k_B T}] dE = −∫ f(E) N(E) dE.

The second form is an integration by parts, since the logarithm has derivative −f/(k_B T), with f the Fermi function. Inserting ΔN gives the interaction

Ω_int = (1/π) Im ∫ f(E) ln(1 − r_A r_B e^{iqD}) dE.

This was tested on a chain of 1000 sites with scatterers of strength 0.5 and 1.0 twelve sites apart, μ = −0.5 and k_B T = 0.05, all energies in units of the hopping. Diagonalization and the formula both give −0.00141762.

**3. The magnetic part**

For large D, harmonics with different numbers of round trips oscillate separately. The first comes from ln(1 − z) ≈ −z. The parallel state contains the spin pairs ↑↑ and ↓↓, the antiparallel state ↑↓ and ↓↑. Their difference is

r_A↑ r_B↑ + r_A↓ r_B↓ − r_A↑ r_B↓ − r_A↓ r_B↑ = d_A d_B, with d = r↑ − r↓.

Summing over k∥ per unit area,

J = (1/π) Im ∫ d²k∥/(4π²) ∫ dE f(E) d_A d_B e^{iqD}.

The spin dependence d sets the strength. Temperature enters through f alone.

**4. Separating loss of electrons from loss of phase**

Write this as J(T) = ∫ f(E) j(E) dE. At zero temperature, with the Fermi level at E, the coupling is J₀(E) = ∫ j(E′) dE′ up to E. Hence j = dJ₀/dE, and integration by parts gives

J(T) = ∫ (−f′(E)) J₀(E) dE.

The boundary terms vanish because J₀ = 0 below the band and f = 0 far above μ. This relation holds for all round trips together, within the stated assumptions.

The weight −f′ is positive and has unit area. Heating therefore removes no electrons from the average; it mixes the couplings of neighbouring Fermi levels. If these all had the same phase, a slowly varying amplitude would survive almost unchanged. For the example of section 8, averaging the modulus of the first-trip coupling, with its phase discarded, gives 0.99999 of the zero-temperature value. Averaging with the phase kept gives 0.902. In this model the weakening is thus a matter of phase.

**5. The zero-temperature oscillation**

For a spherical Fermi surface of radius k_E at energy E,

q = 2√(k_E² − k∥²) ≈ 2k_E − k∥²/k_E.

The span is stationary at k∥ = 0. Elsewhere the phase varies rapidly with k∥ when D is large, and contributions cancel. With w = k∥² and d²k∥ = π dw,

∫ d²k∥/(4π²) e^{−iDk∥²/k_E} = (1/4π) ∫₀^∞ dw e^{−iDw/k_E} = k_E/(4πiD).

The energy integral up to E_F is dominated by its sharp upper edge. With q′ = dq/dE, linearizing the phase there gives

∫ dE e^{iqD} ≈ e^{iqD}/(iDq′) = (ħv/2iD) e^{iqD}, since q′ = 2/(ħv).

The lower edge does not contribute at this order, because both spin reflections tend to −1 at the band bottom and d vanishes. Multiplying the factors, with 1/i² = −1,

J₀ = −(ħv k_F/(8π²D²)) Im[d_A d_B e^{iqD}].

One power of 1/D comes from the in-plane integral, the other from the Fermi edge. For a general surface with q ≈ q_s + ½a k_x² + ½c k_y² near the stationary point, the in-plane integral has modulus 1/(2πD√|ac|) and a constant phase set by the signs of a and c. The sphere has a = c = −2/k_F and returns k_F/(4πD). If a or c vanishes, the power of D changes and this form fails.

**6. How fast the phase runs with energy**

At fixed k∥, the ends of the span obey dk₊/dE = 1/(ħv₊) and dk₋/dE = 1/(ħv₋), where v₊ > 0 and v₋ < 0 are normal group velocities. Therefore

∂q/∂E = 1/(ħv₊) + 1/(ħ|v₋|) ≡ 2/(ħv).

The stationary k∥ may itself move with energy. Along it,

dq/dE = ∂q/∂E + (∂q/∂k∥)·(dk∥/dE),

and the last term is zero because q is stationary there. Thus v is the harmonic mean of the two speeds, and the slower leg counts more. An electron at energy ε above μ gains the extra phase

φ = 2Dε/(ħv) = ε t_r/ħ, with t_r = D/v₊ + D/|v₋|,

where t_r is the round-trip time.

The velocity rule was tested on a chain with energy −2 cos k + 0.4 sin 2k in units of the hopping, which stands for one fixed k∥. At μ = −0.3 the two speeds are 1.235 and 2.770, with harmonic mean 1.71. For weak scatterers 40 sites apart and k_B T = 0.005, 0.010 and 0.015, the directly summed coupling differs from the asymptotic law with this rule by at most 0.07 percent of that law.

**7. The thermal phase average**

Let θ = k_B T and s = 2D/(ħv). Near the Fermi level the amplitude is nearly constant and the phase nearly linear, so the oscillation is multiplied by

F = ∫ (−f′) e^{iεs} dε, with −f′ = 1/[4θ cosh²(ε/2θ)].

The weight repeats when ε is shifted by 2πiθ, while the exponential acquires e^{−2πθs}. Integrate around the rectangle between the real axis and the line Im ε = 2πθ. The short sides vanish at infinity, and the upper side runs backwards, so

F(1 − e^{−2πθs}) = 2πi × (residue at ε = iπθ).

Put ε = iπθ + η. Then f = 1/(1 − e^{η/θ}) = −θ/η + 1/2 + terms of order η, so −f′ = −θ/η² + regular terms. The exponential is e^{−πθs}(1 + iηs + …). The coefficient of 1/η is −iθs e^{−πθs}, and hence

F = 2πθs e^{−πθs}/(1 − e^{−2πθs}) = πθs/sinh(πθs).

With s inserted,

F = x/sinh x, x = 2πk_B T D/(ħv).

F is real, because electrons above and below μ gain opposite phases with equal weight. To this order temperature shrinks the oscillation without shifting it. A harmonic with n round trips has n times the phase, and x is replaced by nx.

**Weak dephasing.** For small x, sinh x ≈ x + x³/6 and F ≈ 1 − x²/6. Expanding the average instead gives F ≈ 1 − ⟨φ²⟩/2. Comparison yields

φ_rms = x/√3, ε_rms = πk_B T/√3.

The initial loss is half the mean square phase, and it is quadratic in both temperature and thickness.

**Strong dephasing.** For large x, sinh x ≈ eˣ/2 and F ≈ 2x e^{−x}. The envelope then changes from 1/D² to

F/D² ∝ (T/D) e^{−D/L}, with L = ħv/(2πk_B T).

The decay is exponential because the nearest pole of the thermal weight lies a distance πk_B T from the real axis.

**Several spans.** Each stationary span has its own v, so the total coupling has no common factor. At 5 nm and 300 K, a span with v = 1.57×10⁶ m/s has F = 0.90 and one with 5.67×10⁵ m/s has F = 0.50. Suppose that at this thickness they contribute +1.0 and −1.2 in some unit at zero temperature. Their sum goes from −0.2 to 0.90 − 0.60 = +0.30. The preferred alignment reverses on heating, although each contribution merely shrinks.

**8. A copper-like spacer at 300 K**

Take free electrons with E_F = 7.0 eV, a rough copper-like value, D = 5.0 nm and T = 300 K. Both magnetic layers are barriers of strength 0.2 eV nm for spin up and 0.6 eV nm for spin down, which reflect with |r| = 0.19 and 0.50. The Fermi wave number is 13.555 nm⁻¹, ħv = 1.033 eV nm (v = 1.57×10⁶ m/s) and k_B T = 0.02585 eV. Then

x = 2π × 0.02585 × 5.0/1.033 = 0.786,
F = x/sinh x = 0.904.

The rms thermal energy is 0.0469 eV, so the rms phase is 2 × 5.0 × 0.0469/1.033 = 0.454 rad. Half its square is 0.103, close to the actual loss of 0.096.

Summing the first round trip over all in-plane momenta, without the stationary-phase approximation, gives an envelope of 0.1206 mJ/m² at 0 K and 0.1088 mJ/m² at 300 K. The ratio is 0.902, slightly below F. Section 9 accounts for the difference.

With all round trips included, J at this thickness falls from 0.1075 to 0.0951 mJ/m², a ratio of 0.885. The first round trip alone falls by the ratio 0.902. Later round trips weaken faster: the second harmonic carries F(2x) = 0.68. At this thickness they add to the first with the same sign, so their extra loss lowers the total ratio. At thicknesses where they oppose the first, the total ratio can exceed F. The asymptotic law with five harmonics gives 0.0972 mJ/m² at 300 K, 2 percent above the full sum.

At fixed v, F depends on the product TD. At 300 K it is 0.996 for 1 nm, 0.984 for 2 nm and 0.682 for 10 nm; the last value also belongs to 5 nm at 600 K. The amplitude is halved at x = 2.18, which at 300 K means D = 13.8 nm.

**9. Weighing the neglected contributions**

All values here are for 5 nm and 300 K, where the phase spread costs 9.6 percent of the amplitude.

**Reflection delay.** The phase of d_A d_B also varies with energy. For equal barriers, subtracting the two spin reflections gives

d = ik(b↓ − b↑)/[(k + ib↑)(k + ib↓)].

The phase of d² is therefore π − 2 arctan(b↑/k) − 2 arctan(b↓/k). Its k-derivative is 2D₀, with

D₀ = b↑/(k² + b↑²) + b↓/(k² + b↓²) = 0.046 nm.

The total phase runs as 2(D + D₀) per unit k, so D + D₀ replaces D in x. This lowers F from 0.904 to 0.902, the ratio found in section 8. At a sharp interface resonance D₀ can be much larger in size and of either sign. If the resonance width is comparable with k_B T, the reflection changes strongly within the thermal window and the factor F no longer applies.

**Phase curvature.** For free electrons k ∝ √E, so d²q/dE² = −k_F/(2E_F²). The quadratic part of the phase has mean size

½ × k_F/(2E_F²) × D ε_rms² = 7.6×10⁻⁴ rad.

The slow change of the amplitude with energy gives a phase of similar size and opposite sign, and the net shift of the first round trip at fixed μ is 3.5×10⁻⁴ rad. Both are negligible here. The curvature would matter for a small Fermi pocket whose own Fermi energy is not far above k_B T.

**Chemical potential.** At fixed electron density μ falls by π²(k_B T)²/(12E_F), the leading free-electron shift. The resulting phase, 2D/(ħv) times this shift, is also 7.6×10⁻⁴ rad. The sizes agree because ħv = 2E_F/k_F turns one expression into the other.

**Thermal expansion.** For free electrons at a fixed number per atom, a free isotropic expansion leaves k_F D unchanged. A film clamped to a substrate strains differently along and across its plane, and k_F D then changes by (2/3)(ε_z − ε_∥), where ε_z and ε_∥ are the normal and in-plane strains. With 2k_F D = 136 rad and a Poisson ratio of 0.34, an expansion mismatch of 0.1 percent shifts the phase by about 0.18 rad. This hardly alters the envelope, but at a fixed number of atomic planes it can change J as much as F does, in either direction.

**Scattering.** Let ℓ be the mean free path. The probability of completing a path 2D without a collision is e^{−2D/ℓ}, and the amplitude is its square root, e^{−D/ℓ}. With a rough room-temperature copper value ℓ = 40 nm, the loss is 12 percent. This assumes that every collision ends the coherent round trip, so it is an estimate of size. It is measured from a spacer with no scattering. Part of it is already present at 0 K, from defects and from zero-point lattice motion (ħv/2D = 0.10 eV exceeds phonon energies), so the change on heating is somewhat smaller. It is comparable with the phase-spread loss. Scattering costs an amount linear in D at small D, whereas phase spread costs an amount quadratic in D. Equating x²/6 with D/ℓ puts the crossover near 6 nm, or somewhat lower if only the change on heating is counted. In thinner spacers with these values, scattering is the larger effect.

**Spin waves.** Thermal spin waves reduce the magnetization M of the layers. If d is proportional to M, the coupling varies as M². A spin wave of wave number p has energy Ap², with A the stiffness, and lowers the moment by two Bohr magnetons. Summing the Bose occupation over all p gives 2.612 [k_B T/(4πA)]^{3/2} spin waves per volume. Rough bulk cobalt values, A = 5 meV nm² and M = 1.4×10⁶ A/m, give 0.69 spin waves per nm³, which lowers M by 0.9 percent and the coupling by 1.8 percent. A thin layer has a different spin-wave spectrum, so this figure is less secure there.

If the last two effects acted independently of the phase spread, the remaining amplitude would be 0.904 × 0.88 × 0.98 ≈ 0.78 of the clean zero-temperature value. The clean-limit factor accounts for somewhat less than half of that reduction.

**10. The model beside a real stack**

The example resembles cobalt layers separated by copper, but 5 nm is a thick spacer for a strongly coupled stack, because the coupling falls as 1/D². At 1 nm the model's phase-spread loss is 0.4 percent, so a marked thermal weakening there would need a slower span or another cause. Real copper does not have a spherical Fermi surface, and its spans have different speeds. A span at 5.67×10⁵ m/s would lower F at 5 nm from 0.90 to 0.50, a far larger change than any correction in section 9. The free-electron period of 0.23 nm is also not what a thickness series would show, because thickness changes in whole atomic planes and a rapid oscillation sampled that way appears slower. This sampling does not alter v. The model's strength is probably too high: scaling its 5 nm envelope by 1/D² gives 3 mJ/m² at 1 nm, whereas real copper spacers of that thickness give, very roughly, a few tenths of a mJ/m². Interface roughness, which averages over thicknesses, is one possible reason for a lower value. In the leading-order law the barrier strength cancels from F, so this discrepancy does not by itself change the thermal factor.

The factor may therefore be used to carry a coupling from one temperature to another when the first round trip of a single span dominates, the spacer is thick enough for the asymptotic law, the reflection amplitudes vary little within a few k_B T of the Fermi level, and the effects of scattering, thermal expansion and changes in the magnetic layers are small or treated separately. The main computed values are in the numerical output.

Calculated quantities

```
Fermi energy: 7.0 eV
spacer thickness D: 5.0 nm
temperature: 300 K
barrier strengths up, down: 0.2, 0.6 eV nm
thermal energy kB T: 0.02585 eV
Fermi wave number: 13.555 1/nm
oscillation period pi/kF: 0.2318 nm
hbar v: 1.0329 eV nm
span speed v: 1.569e+06 m/s
reflection sizes |r| up, down: 0.190, 0.502
rms thermal energy: 0.04689 eV
rms travel phase: 0.4540 rad
x: 0.7863
F = x/sinh x: 0.9039
small-x estimate 1-x^2/6: 0.8969
first-trip envelope, 0 K: 0.12062 mJ/m^2
first-trip envelope, 300 K: 0.10883 mJ/m^2
phase-blind average / 0 K envelope: 0.999990
full J, 0 K: 0.10753 mJ/m^2
full J, 300 K: 0.09514 mJ/m^2
asymptotic J, 300 K: 0.09715 mJ/m^2
D=5 nm, T=77 K: F=0.9932, model ratio=0.9931
D=5 nm, T=300 K: F=0.9039, model ratio=0.9023
D=5 nm, T=600 K: F=0.6820, model ratio=0.6776
T=300 K, D=1 nm: x=0.1573, F=0.9959
T=300 K, D=2 nm: x=0.3145, F=0.9837
T=300 K, D=10 nm: x=1.5727, F=0.6820
x where F=1/2: 2.1773
thickness where F=1/2 at 300 K: 13.84 nm
speed for F=1/2 at 5 nm, 300 K: 5.667e+05 m/s
chain Omega, diagonalization: -0.00141762 hopping
chain Omega, state counting: -0.00141762 hopping
skew chain speeds: 1.2351, 2.7700 hopping*spacing/hbar
skew chain largest relative error: 0.0007
asymptotic error times D at 2.5, 5, 10 nm: 0.029, 0.091, 0.079 nm
thermal phase loss 1-F: 0.0961
reflection delay length: 0.0458 nm
F with reflection delay: 0.9023
kB T / Fermi energy: 0.00369
phase from curvature: 7.60e-04 rad
phase from chemical-potential shift: 7.60e-04 rad
rough mean free path: 40 nm
rough scattering loss 1-exp(-D/l): 0.1175
rough spin-wave stiffness: 5.0 meV nm^2
rough magnetization: 1.4e+06 A/m
rough spin-wave loss of coupling: 0.0182
```
